**Virial partition of atomic term splittings: carbon $2p^2$ and helium $1s2s$**

For two terms of a nonrelativistic Coulomb atom that are each stationary under uniform scaling, $\Delta T=-\Delta E$ and $\Delta V=2\Delta E$, where $\Delta$ means upper minus lower term, $T$ is the kinetic energy, $V=V_{en}+V_{ee}$ the nuclear attraction plus electron repulsion, and $D=2T+V$ the virial defect. The program solves term-specific restricted Hartree-Fock for $1s^22s^22p^2$ in radial Gaussians, with open-shell energy $F^0+cF^2$ ($F^k$ the 2p Slater integrals, $c=-5/25,\,1/25,\,10/25$ for $^3P$, $^1D$, $^1S$), and full configuration interaction among $s$ orbitals for helium. It asserts the coefficients $c$ against a diagonalization with three-dimensional integrals, the $^3P$ result against pyscf ROHF, and the $^1D$ result against a complex closed-shell calculation of the $M_L=2$ determinant. It further asserts the virial relations in a large basis without scale optimization and in a small basis after it, $D=dE/d\ln\lambda$ for the basis scale $\lambda$, $dE/dc=F^2=-dT/dc$ and $V_{en}=Z\,dE/dZ$ by finite differences, the scale-only relaxation formulas by numerical minimization, the splitting as an integral of $F^2$ over $c$, and the hydrogenic limit of $\Delta V_{en}$ at $Z=40$. For carbon $^1D-{}^3P$ the output gives $\Delta E=1.5589$ eV, $\Delta T=-1.5589$ eV and $\Delta V=3.1178$ eV, made of $\Delta V_{en}=3.9706$ eV and $\Delta V_{ee}=-0.8528$ eV, whereas frozen orbitals put the whole splitting into $V_{ee}$. Along the isoelectronic series $\Delta V_{ee}$ is positive from $Z=7$ on, and the helium pair gives $\Delta E=0.8182$ eV with $\Delta V=1.6364$ eV.

## Numerical verification

```python
# Result under test (atomic units inside, eV and angstrom printed):
# for two terms L (lower) and U (upper) of a Coulomb atom, each stationary under
# uniform scaling, 2T+V=0 holds for each, so dT=-dE and dV=2dE with dX=X_U-X_L.
# T kinetic, Ven nuclear attraction, Vee repulsion, V=Ven+Vee, D=2T+V (defect).
# 1s2 2s2 2p2 term energy: common part + F0 + c*F2, F^k Slater integrals of 2p.
# Method: term-specific restricted Hartree-Fock, radial Gaussians r^(l+1)exp(-a r^2).
import numpy as np
from math import factorial
from scipy.special import gamma, gammainc
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.integrate import quad
from scipy.constants import physical_constants as pc
from pyscf import gto, scf as pscf
pscf.hf.MUTE_CHKFILE = True
EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0]*1e10
COEF = {'3P': -5/25, '1D': 1/25, '1S': 10/25}
C_AV = (9*COEF['3P'] + 5*COEF['1D'] + COEF['1S'])/15

def g(n, p):  # integral of r^n exp(-p r^2) over (0, inf)
    return gamma((n+1)/2)/(2*p**((n+1)/2))

def one(l, a):
    p = a[:, None] + a
    n = 1/np.sqrt(g(2*l+2, 2*a)); nn = np.outer(n, n)
    S = nn*g(2*l+2, p)
    return dict(a=a, n=n, S=S, T=(2*l+3)*np.outer(a, a)/p*S,
                U=-nn*g(2*l+1, p), r=nn*g(2*l+3, p))

def pair(x, y):
    return (x['a'][:, None]+y['a']).ravel(), np.outer(x['n'], y['n']).ravel()

def slater(k, m, d1, n, d2):  # radial integral of r<^k / r>^(k+1)
    A, B = d1[0][:, None], d2[0][None, :]
    def half(m, a, n):
        q = (m-k-2)//2
        return sum(factorial(q)/factorial(j)/(2*a**(q-j+1))*g(n+k+2*j, A+B) for j in range(q+1))
    return np.outer(d1[1], d2[1])*(half(m, A, n) + half(n, B, m))

def scf(fock, S, nocc, D):  # self-consistent field with DIIS extrapolation
    hist = []
    for it in range(60):
        F = fock(D)
        e = np.concatenate([(f@d@s - s@d@f).ravel() for f, d, s in zip(F, D, S)])
        e = np.concatenate([e.real, e.imag])
        if abs(e).max() < 1e-8:
            break
        hist = (hist + [(F, e)])[-8:]
        if len(hist) > 1:
            A = np.array([h[1]-e for h in hist[:-1]]).T
            sc = np.linalg.norm(A, axis=0) + 1e-300
            w = np.linalg.lstsq(A/sc, -e, rcond=1e-10)[0]/sc
            F = [f + sum(wi*(h[0][b]-f) for wi, h in zip(w, hist[:-1])) for b, f in enumerate(F)]
        C = [eigh(f, s)[1][:, :n] for f, s, n in zip(F, S, nocc)]
        D = [c@c.conj().T for c in C]
    assert abs(e).max() < 1e-6
    return D

class Atom:
    def __init__(self, a_s, a_p, lam=1.0):
        s = self.s = one(0, a_s*lam**2); p = self.p = one(1, a_p*lam**2)
        ns, npp = len(a_s), len(a_p)
        ss, pp, sp = pair(s, s), pair(p, p), pair(s, p)
        R = slater(0, 2, ss, 2, ss)
        self.Gss = 2*R - R.reshape([ns]*4).transpose(0, 2, 1, 3).reshape(ns*ns, -1)
        X = slater(1, 3, sp, 3, sp).reshape(ns, npp, ns, npp).transpose(0, 2, 1, 3)
        self.Gsp = 2*slater(0, 2, ss, 4, pp) - X.reshape(ns*ns, -1)/3
        self.R0, self.R2 = slater(0, 4, pp, 4, pp), slater(2, 4, pp, 4, pp)
    def parts(self, Z, c, D):
        ds, dp = D[0].ravel(), D[1].ravel()
        o = dict(D=D, Ts=2*ds@self.s['T'].ravel(), Tp=2*dp@self.p['T'].ravel(),
                 F0=dp@self.R0@dp, F2=dp@self.R2@dp, r=dp@self.p['r'].ravel())
        o['T'] = o['Ts'] + o['Tp']
        o['Ven'] = 2*Z*(ds@self.s['U'].ravel() + dp@self.p['U'].ravel())
        o['Vee'] = ds@self.Gss@ds + 2*ds@self.Gsp@dp + o['F0'] + c*o['F2']
        o['V'] = o['Ven'] + o['Vee']; o['E'] = o['T'] + o['V']; o['def'] = 2*o['T'] + o['V']
        return o
    def solve(self, Z, c):
        s, p = self.s, self.p
        W = self.R0 + c*self.R2
        def fock(D):
            ds, dp = D[0].ravel(), D[1].ravel()
            return [s['T'] + Z*s['U'] + (self.Gss@ds + self.Gsp@dp).reshape(D[0].shape),
                    p['T'] + Z*p['U'] + (ds@self.Gsp + W@dp).reshape(D[1].shape)]
        cs = eigh(s['T'] + (Z-1.5)*s['U'], s['S'])[1][:, :2]
        cp = eigh(p['T'] + (Z-2.75)*p['U'], p['S'])[1][:, :1]
        return self.parts(Z, c, scf(fock, [s['S'], p['S']], [2, 1], [cs@cs.T, cp@cp.T]))

def show(label, o, keys, nd=4):
    print(label, ' '.join(f"{k}={o[k]*EV:.{nd}f}" for k in keys), 'eV')
def diff(u, l):
    return {'d'+k: u[k]-l[k] for k in ('E', 'T', 'V', 'Ven', 'Vee', 'Ts', 'Tp', 'def')}

BS, BP = 0.04*2.0**np.arange(25), 0.02*2.0**np.arange(16)
SS, SP = 0.15*3.5**np.arange(9), 0.12*3.5**np.arange(5)
print(f"hartree = {EV:.6f} eV, bohr = {ANG:.6f} angstrom")
print(f"large basis {len(BS)}s{len(BP)}p: from {BS[0]/ANG**2:.4f} (s), {BP[0]/ANG**2:.4f} (p) 1/angstrom^2, ratio {BS[1]/BS[0]:.1f}")
print(f"small basis {len(SS)}s{len(SP)}p: from {SS[0]/ANG**2:.4f} (s), {SP[0]/ANG**2:.4f} (p) 1/angstrom^2, ratio {SS[1]/SS[0]:.1f}")
print("c(3P,1D,1S,average) =", *(f"{x:.2f}" for x in list(COEF.values())+[C_AV]))

# cross-checks with three-dimensional integrals in the small basis
small = Atom(SS, SP)
sm = {t: small.solve(6, COEF[t]) for t in ('3P', '1D')}
mol = gto.M(atom='C 0 0 0', spin=2, verbose=0,
            basis={'C': [[0, [float(a), 1.0]] for a in SS] + [[1, [float(a), 1.0]] for a in SP]})
S3, T3, V3, eri = mol.intor('int1e_ovlp'), mol.intor('int1e_kin'), mol.intor('int1e_nuc'), mol.intor('int2e')
ns = len(SS)
assert np.allclose(T3[:ns, :ns], small.s['T'], rtol=1e-9, atol=1e-10)
assert np.allclose(T3[ns::3, ns::3], small.p['T'], rtol=1e-9, atol=1e-10)
w, v = np.linalg.eigh(sm['3P']['D'][1]); rad = v[:, -1]*np.sqrt(w[-1])
P3 = np.zeros((len(S3), 3))
for i in range(3):
    P3[ns+i::3, i] = rad
ep = np.einsum('abcd,ai,bj,ck,dl->ijkl', eri, P3, P3, P3, P3, optimize=True)
lev, vec = np.linalg.eigh(ep.transpose(0, 2, 1, 3).reshape(9, 9))
want = [sm['3P']['F0'] + COEF[t]*sm['3P']['F2'] for t, n in (('3P', 3), ('1D', 5), ('1S', 1)) for _ in range(n)]
assert np.allclose(lev, want, atol=1e-10)
swap = [np.sum(vec[:, i].reshape(3, 3)*vec[:, i].reshape(3, 3).T) for i in range(9)]
assert np.allclose(swap, [-1]*3 + [1]*6, atol=1e-8)  # triplets: antisymmetric in space
mf = pscf.ROHF(mol); mf.conv_tol = 1e-12; mf.max_cycle = 200; mf.kernel()
dm = mf.make_rdm1(); T_rohf = np.sum((dm[0]+dm[1])*T3)
assert abs(mf.e_tot - sm['3P']['E']) < 1e-8 and abs(T_rohf - sm['3P']['T']) < 1e-5
core, op = mf.mo_coeff[:, mf.mo_occ == 2], mf.mo_coeff[:, mf.mo_occ == 1]
plus = (op[:, 0] + 1j*op[:, 1])/np.sqrt(2)
fock3 = lambda D: [T3 + V3 + 2*np.einsum('abcd,dc->ab', eri, D[0]) - np.einsum('abcd,bc->ad', eri, D[0])]
D3 = scf(fock3, [S3], [3], [core@core.T + np.outer(plus, plus.conj())])
E3 = np.trace(D3[0]@(T3 + V3 + fock3(D3)[0])).real
assert abs(E3 - sm['1D']['E']) < 1e-8 and abs(2*np.trace(D3[0]@T3).real - sm['1D']['T']) < 1e-5
print(f"small basis E(3P): radial {sm['3P']['E']*EV:.5f}, ROHF {mf.e_tot*EV:.5f} eV")
print(f"small basis E(1D): radial {sm['1D']['E']*EV:.5f}, M_L=2 determinant {E3*EV:.5f} eV")

# finite basis: defect equals dE/dln(lambda); optimising the scale removes it
Esm = lambda x, c: Atom(SS, SP, np.exp(x)).solve(6, c)
worst, h = 0, 2e-4
for x in (0.0, 0.2):
    d = Esm(x, COEF['3P'])['def']
    fd = (Esm(x+h, COEF['3P'])['E'] - Esm(x-h, COEF['3P'])['E'])/(2*h)
    assert abs(d - fd) < 1e-6
    worst = max(worst, abs(d))
    print(f"small 3P ln(lambda)={x:.1f}: D={d*EV:.5f}, dE/dln(lambda)={fd*EV:.5f} eV")
assert worst > 1e-3
show("small unscaled 1D-3P:", diff(sm['1D'], sm['3P']), ('dE', 'dT', 'dV', 'ddef'))
opt, grid = {}, np.linspace(-0.5, 0.5, 11)
for t in sm:
    i = int(np.argmin([Esm(x, COEF[t])['E'] for x in grid])); assert 0 < i < 10
    x = minimize_scalar(lambda y: Esm(y, COEF[t])['E'], bracket=tuple(grid[i-1:i+2])).x
    opt[t] = Esm(x, COEF[t]); assert abs(opt[t]['def']) < 2e-5
    print(f"small {t}: optimal basis scale lambda={np.exp(x):.5f}")
d = diff(opt['1D'], opt['3P'])
assert abs(d['dT'] + d['dE']) < 4e-5 and abs(d['dV'] - 2*d['dE']) < 4e-5
show("small scaled 1D-3P:", d, ('dE', 'dT', 'dV'))

# carbon, large basis: frozen, scale-only and fully relaxed orbitals
big = Atom(BS, BP)
av = big.solve(6, C_AV)
show("average:", av, ('E', 'T', 'Ven', 'Vee'))
print(f"average: F0={av['F0']*EV:.4f} F2={av['F2']*EV:.4f} eV, <r>2p={av['r']*ANG:.4f} angstrom")
fr = {t: big.parts(6, c, av['D']) for t, c in COEF.items()}
for t in fr:
    assert abs(fr[t]['def'] - (COEF[t]-C_AV)*av['F2']) < 1e-4
    show(f"frozen {t}:", fr[t], ('E', 'V', 'Vee', 'def'))
show("frozen 1D-3P:", diff(fr['1D'], fr['3P']), ('dE', 'dT', 'dVen', 'dVee'))
st = Atom(BS, BP, 1.1).parts(6, COEF['3P'], av['D'])
assert abs(st['T'] - 1.21*fr['3P']['T']) < 1e-8 and abs(st['V'] - 1.1*fr['3P']['V']) < 1e-8
sc = {}
for t in ('3P', '1D'):
    f = fr[t]
    lam = minimize_scalar(lambda y: Atom(BS, BP, y).parts(6, COEF[t], av['D'])['E'], bracket=(0.99, 1.01)).x
    sc[t] = Atom(BS, BP, lam).parts(6, COEF[t], av['D'])
    assert abs(lam + f['V']/(2*f['T'])) < 2e-6
    assert abs(f['E'] - sc[t]['E'] - f['def']**2/(4*f['T'])) < 1e-8
    assert abs(sc[t]['T'] - f['T'] + f['def'] - f['def']**2/(4*f['T'])) < 2e-4
    print(f"scale-only {t}: lambda={lam:.6f}, E drop={(f['E']-sc[t]['E'])*EV:.6f}, T shift={(sc[t]['T']-f['T'])*EV:.4f} eV")
show("scale-only 1D-3P:", diff(sc['1D'], sc['3P']), ('dE', 'dT', 'dV', 'dVen', 'dVee'))
rel = {t: big.solve(6, c) for t, c in COEF.items()}
for t, o in rel.items():
    assert abs(o['def']) < 1e-4 and o['E'] < fr[t]['E']
    show(f"relaxed {t}:", o, ('E', 'T', 'Ven', 'Vee'))
    print(f"  -V/T={-o['V']/o['T']:.7f}, V={o['V']*EV:.4f} F2={o['F2']*EV:.4f} E drop={(fr[t]['E']-o['E'])*EV:.5f} eV, <r>2p={o['r']*ANG:.4f} angstrom")
assert rel['3P']['r'] < rel['1D']['r'] < rel['1S']['r']
for u, l in (('1D', '3P'), ('1S', '1D'), ('1S', '3P')):
    d = diff(rel[u], rel[l])
    assert d['dE'] > 0 and abs(d['dT'] + d['dE']) < 2e-5 and abs(d['dV'] - 2*d['dE']) < 2e-5
    show(f"relaxed {u}-{l}:", d, ('dE', 'dT', 'dV', 'dVen', 'dVee'))
d = diff(rel['1D'], rel['3P'])
assert d['dVee'] < 0 < d['dVen']
show("relaxed 1D-3P kinetic by shell (s, p):", d, ('dTs', 'dTp'))
print(f"main result 1D-3P: dE={d['dE']:.6f} dT={d['dT']:.6f} dV={d['dV']:.6f} hartree")

# derivatives in c and Z, quadrature over c, second order of the relaxation energy
h = 0.01
up, dn = big.solve(6, C_AV+h), big.solve(6, C_AV-h)
dEc, dTc = (up['E']-dn['E'])/(2*h), (up['T']-dn['T'])/(2*h)
assert abs(dEc - av['F2']) < 1e-5 and abs(dTc + av['F2']) < 1e-4
print(f"at average: dE/dc={dEc*EV:.4f}, dT/dc={dTc*EV:.4f} eV")
xs, ws = np.polynomial.legendre.leggauss(3)
mid, hw = (COEF['1D']+COEF['3P'])/2, (COEF['1D']-COEF['3P'])/2
area = hw*sum(wi*big.solve(6, mid+hw*x)['F2'] for x, wi in zip(xs, ws))
assert abs(area - d['dE']) < 1e-6
print(f"integral of F2 over c from 3P to 1D = {area*EV:.4f} eV")
ch = (C_AV + COEF['3P'])/2
ratio = (fr['3P']['E']-rel['3P']['E'])/(big.parts(6, ch, av['D'])['E'] - big.solve(6, ch)['E'])
assert abs(ratio - 4) < 0.4
print(f"E drop at c-c_av over E drop at half of it = {ratio:.3f}")
h, slope = 1e-3, {}
for t in ('3P', '1D'):
    slope[t] = 6*(big.solve(6+h, COEF[t])['E'] - big.solve(6-h, COEF[t])['E'])/(2*h)
    assert abs(slope[t] - rel[t]['Ven']) < 1e-5
zs = slope['1D'] - slope['3P']
assert abs(2*d['dE'] - zs - d['dVee']) < 4e-5
print(f"1D-3P: Z d(dE)/dZ={zs*EV:.4f}, 2dE-that={(2*d['dE']-zs)*EV:.4f} eV")

# isoelectronic series and the hydrogenic limit
F2H = 2*quad(lambda r: r*np.exp(-r)/24*gamma(7)*gammainc(7, r)/24, 0, 80, epsabs=1e-12)[0]
e1 = (COEF['1D']-COEF['3P'])*F2H
print(f"hydrogenic 2p at Z=1: F2={F2H*EV:.4f}, e1={e1*EV:.4f} eV")
for Z in (7, 8, 10, 20, 40):
    ion = Atom(BS, BP, Z/6)
    d = diff(ion.solve(Z, COEF['1D']), ion.solve(Z, COEF['3P']))
    assert abs(d['dT'] + d['dE']) < 2e-5*(Z/6)**2
    d['Z*e1'] = Z*e1
    show(f"Z={Z} 1D-3P:", d, ('dE', 'dT', 'dVen', 'dVee', 'Z*e1'), 3)
assert d['dVee'] > 0 and abs(d['dVen']/(40*e1) - 1) < 0.01

# helium 1s2s: full CI with s orbitals only; the singlet is the second singlet root
ah = 0.004*2.2**np.arange(20)
b = one(0, ah); n = len(ah); I = np.eye(n)
eps, C = eigh(b['T'] + 2*b['U'], b['S'])
R = slater(0, 2, pair(b, b), 2, pair(b, b)).reshape([n]*4)
R = np.einsum('abcd,ai,bj,ck,dl->ijkl', R, C, C, C, C, optimize=True).transpose(0, 2, 1, 3).reshape(n*n, -1)
R = (R + R.T)/2
two = lambda M: np.kron(C.T@M@C, I) + np.kron(I, C.T@M@C)
lev, vec = np.linalg.eigh(np.diag((eps[:, None]+eps).ravel()) + R)
print(f"He basis {n}s: from {ah[0]/ANG**2:.4f} 1/angstrom^2, ratio {ah[1]/ah[0]:.1f}")
he = {}
for t, i, sign in (('3S', 1, -1), ('1S', 2, 1)):
    x = vec[:, i]; m = x.reshape(n, n)
    assert abs(np.sum(m*m.T) - sign) < 1e-6
    o = dict(E=lev[i], T=x@two(b['T'])@x, Ven=2*x@two(b['U'])@x, Vee=x@R@x)
    o['V'] = o['Ven'] + o['Vee']; he[t] = o
    assert abs(o['T'] + o['E']) < 1e-4 and abs(o['V'] - 2*o['E']) < 1e-4
    show(f"He 1s2s {t}:", o, ('E', 'T', 'Ven', 'Vee'))
d = {'d'+k: he['1S'][k]-he['3S'][k] for k in he['3S']}
assert d['dE'] > 0 and abs(d['dT'] + d['dE']) < 1e-4 and abs(d['dV'] - 2*d['dE']) < 1e-4
show("He 1S-3S:", d, ('dE', 'dT', 'dV', 'dVen', 'dVee'))
print("finished without a failed check")
```

Output:

```
hartree = 27.211386 eV, bohr = 0.529177 angstrom
large basis 25s16p: from 0.1428 (s), 0.0714 (p) 1/angstrom^2, ratio 2.0
small basis 9s5p: from 0.5357 (s), 0.4285 (p) 1/angstrom^2, ratio 3.5
c(3P,1D,1S,average) = -0.20 0.04 0.40 -0.08
small basis E(3P): radial -1025.30467, ROHF -1025.30467 eV
small basis E(1D): radial -1023.74491, M_L=2 determinant -1023.74491 eV
small 3P ln(lambda)=0.0: D=-0.06860, dE/dln(lambda)=-0.06860 eV
small 3P ln(lambda)=0.2: D=2.73113, dE/dln(lambda)=2.73113 eV
small unscaled 1D-3P: dE=1.5598 dT=-1.4778 dV=3.0376 ddef=0.0819 eV
small 3P: optimal basis scale lambda=1.01153
small 1D: optimal basis scale lambda=0.99797
small scaled 1D-3P: dE=1.5601 dT=-1.5601 dV=3.1203 eV
average: E=-1024.7726 T=1024.7725 Ven=-2396.3512 Vee=346.8061 eV
average: F0=14.4449 F2=6.4955 eV, <r>2p=0.9221 angstrom
frozen 3P: E=-1025.5520 V=-2050.3246 Vee=346.0267 def=-0.7795 eV
frozen 1D: E=-1023.9931 V=-2048.7656 Vee=347.5856 def=0.7794 eV
frozen 1S: E=-1021.6547 V=-2046.4272 Vee=349.9240 def=3.1178 eV
frozen 1D-3P: dE=1.5589 dT=0.0000 dVen=0.0000 dVee=1.5589 eV
scale-only 3P: lambda=1.000380, E drop=0.000148, T shift=0.7797 eV
scale-only 1D: lambda=0.999620, E drop=0.000148, T shift=-0.7792 eV
scale-only 1D-3P: dE=1.5589 dT=-1.5589 dV=3.1178 dVen=1.8227 dVee=1.2951 eV
relaxed 3P: E=-1025.5595 T=1025.5595 Ven=-2398.3267 Vee=347.2076 eV
  -V/T=2.0000000, V=-2051.1190 F2=6.6206 E drop=0.00752 eV, <r>2p=0.9073 angstrom
relaxed 1D: E=-1024.0007 T=1024.0006 Ven=-2394.3561 Vee=346.3548 eV
  -V/T=2.0000000, V=-2048.0013 F2=6.3693 E drop=0.00756 eV, <r>2p=0.9377 angstrom
relaxed 1S: E=-1021.7769 T=1021.7769 Ven=-2388.2396 Vee=344.6857 eV
  -V/T=2.0000000, V=-2043.5538 F2=5.9828 E drop=0.12223 eV, <r>2p=0.9899 angstrom
relaxed 1D-3P: dE=1.5589 dT=-1.5589 dV=3.1178 dVen=3.9706 dVee=-0.8528 eV
relaxed 1S-1D: dE=2.2237 dT=-2.2237 dV=4.4474 dVen=6.1166 dVee=-1.6691 eV
relaxed 1S-3P: dE=3.7826 dT=-3.7826 dV=7.5652 dVen=10.0871 dVee=-2.5219 eV
relaxed 1D-3P kinetic by shell (s, p): dTs=0.9938 dTp=-2.5527 eV
main result 1D-3P: dE=0.057288 dT=-0.057288 dV=0.114575 hartree
at average: dE/dc=6.4955, dT/dc=-6.4955 eV
integral of F2 over c from 3P to 1D = 1.5589 eV
E drop at c-c_av over E drop at half of it = 3.994
1D-3P: Z d(dE)/dZ=3.9706, 2dE-that=-0.8528 eV
hydrogenic 2p at Z=1: F2=2.3916, e1=0.5740 eV
Z=7 1D-3P: dE=2.193 dT=-2.193 dVen=4.315 dVee=0.072 Z*e1=4.018 eV
Z=8 1D-3P: dE=2.800 dT=-2.800 dVen=4.803 dVee=0.798 Z*e1=4.592 eV
Z=10 1D-3P: dE=3.986 dT=-3.986 dVen=5.876 dVee=2.097 Z*e1=5.740 eV
Z=20 1D-3P: dE=9.784 dT=-9.784 dVen=11.530 dVee=8.038 Z*e1=11.480 eV
Z=40 1D-3P: dE=21.287 dT=-21.287 dVen=22.982 dVee=19.593 Z*e1=22.960 eV
He basis 20s: from 0.0143 1/angstrom^2, ratio 2.2
He 1s2s 3S: E=-59.1647 T=59.1647 Ven=-125.6486 Vee=7.3192 eV
He 1s2s 1S: E=-58.3466 T=58.3465 Ven=-123.4904 Vee=6.7974 eV
He 1S-3S: dE=0.8182 dT=-0.8182 dV=1.6364 dVen=2.1582 dVee=-0.5218 eV
finished without a failed check
```
